# Continued fractions for quantum Rabi eigenvalues: minimal solutions and basis convergence: test program

```python
# Result under test: the levels of the quantum Rabi model
#   H = hbar*w*a^+a + (hbar*W/2)*sigma_z + hbar*g*sigma_x*(a + a^+)
# are, in each parity sector p = +1 or -1, the zeros of the continued fraction
#   F(eps) = d_0-eps - eta^2/(d_1-eps - 2 eta^2/(d_2-eps - ...)),
#   d_n = n + p*(-1)^n*delta/2,
# which selects the minimal (normalizable) solution of the Fock recurrence.
# Symbols: eta = g/w, delta = W/w, eps = E/(hbar*w); n counts photons.
# The cut fraction is compared with Fock and displaced-Fock diagonalization.
import math
import numpy as np
import mpmath as mp
from scipy.constants import hbar, e as charge
from scipy.linalg import eigh_tridiagonal, eigvalsh
from scipy.special import eval_genlaguerre


def diagonal(n, p, delta):
    return n + p * (-1) ** n * delta / 2


def pivots(eps, p, eta, delta, last):
    """Backward evaluation of the fraction cut after index last; q[0] is F."""
    q = [0.0] * (last + 1)
    q[last] = diagonal(last, p, delta) - eps
    for n in range(last - 1, -1, -1):
        if q[n + 1] == 0:
            q[n + 1] = 1e-30
        q[n] = diagonal(n, p, delta) - eps - (n + 1) * eta**2 / q[n + 1]
    return q


def level(k, p, eta, delta, last):
    """k-th zero of F by bisection on the number of negative pivots."""
    low = -eta**2 - abs(delta) / 2 - 1
    high = last + abs(delta) + 2 * eta * math.sqrt(last + 1) + 1
    for _ in range(80):
        mid = (low + high) / 2
        if sum(x < 0 for x in pivots(mid, p, eta, delta, last)) > k:
            high = mid
        else:
            low = mid
    return (low + high) / 2


def minimal_solution(eps, p, eta, delta, last):
    """Minimal solution with f_0 = 1, built from the backward ratios."""
    q = pivots(eps, p, eta, delta, last)
    f = [1.0]
    for n in range(1, last + 1):
        f.append(-eta * math.sqrt(n) / q[n] * f[-1])
    return np.array(f)


def forward(c0, c1, eps, p, eta, delta, last):
    """Forward recurrence from two starting values."""
    c = [c0, c1]
    for n in range(1, last):
        c.append(-((diagonal(n, p, delta) - eps) * c[n]
                   + eta * math.sqrt(n) * c[n - 1]) / (eta * math.sqrt(n + 1)))
    return c


def fock_eigen(size, p, eta, delta):
    """Diagonalization of the parity-sector matrix in the Fock basis."""
    d = np.array([diagonal(n, p, delta) for n in range(size)], dtype=float)
    if size == 1:
        return d, np.ones((1, 1))
    return eigh_tridiagonal(d, eta * np.sqrt(np.arange(1, size)))


def displacement(beta, keep, dim=450):
    """Elements <m|exp(beta(a^+ - a))|n> from the operator definition."""
    w, v = eigh_tridiagonal(np.zeros(dim), np.sqrt(np.arange(1, dim)))
    block = (v[:keep] * np.exp(1j * beta * w)) @ v[:keep].T
    phase = np.array([1, -1j, -1, 1j])[np.arange(keep) % 4]
    return (phase[:, None] * block * phase.conj()[None, :]).real


def displaced_matrix(size, p, eta, delta):
    n = np.arange(size)
    reflected = displacement(2 * eta, size) * (-1.0) ** n[None, :]
    return np.diag(n - eta**2) + p * delta / 2 * reflected


def smallest_size(energy_of_size, exact, tolerance, limit=120):
    for size in range(1, limit + 1):
        if energy_of_size(size) - exact < tolerance:
            return size
    raise AssertionError("basis limit reached")


# ---- worked example: round model parameters ----
omega = 2 * math.pi * 100e12
Omega = omega
g = omega
eta, delta = g / omega, Omega / omega
quantum = hbar * omega
to_mev = quantum / charge * 1e3
print(f"mode frequency w/2pi = {omega/(2*math.pi)/1e12:.1f} THz")
print(f"g/w = {eta:.2f}, W/w = {delta:.2f}")
print(f"hbar*w = {quantum:.6e} J = {to_mev:.4f} meV")

cut = 60
levels = {p: [level(k, p, eta, delta, cut) for k in range(3)] for p in (-1, 1)}
for p in (-1, 1):
    text = ", ".join(f"{x:.10f}" for x in levels[p])
    print(f"levels p={p:+d} (hbar*w): {text}")
    for k, x in enumerate(levels[p]):
        assert abs(x - k + eta**2) <= delta / 2 + 1e-12

# Full spin-boson matrix in joules, without use of the parity reduction.
photons = 80
a = np.diag(np.sqrt(np.arange(1, photons)), 1)
sz, sx = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [1.0, 0.0]])
H = (hbar * omega * np.kron(a.T @ a, np.eye(2))
     + hbar * Omega / 2 * np.kron(np.eye(photons), sz)
     + hbar * g * np.kron(a + a.T, sx))
parity = np.kron(np.diag((-1.0) ** np.arange(photons)), sz)
assert np.max(np.abs(H @ parity - parity @ H)) / quantum < 1e-12
full = eigvalsh(H / quantum)[:6]
merged = np.sort(levels[-1] + levels[1])
difference = np.max(np.abs(full - merged))
assert difference < 1e-10
print(f"max difference from full matrix = {difference:.1e} hbar*w")
ground = levels[-1][0]
gap = levels[1][0] - ground
print(f"ground energy = {ground:.8f} hbar*w = {ground*to_mev:.4f} meV")
print(f"first excitation = {gap:.8f} hbar*w = {gap*to_mev:.4f} meV")

# ---- minimal solution and Pincherle limit at a trial energy ----
trial, p = 0.3, -1
A = forward(1.0, 0.0, trial, p, eta, delta, cut + 1)
B = forward(0.0, 1.0, trial, p, eta, delta, cut + 1)
for n in range(8):
    casoratian = math.sqrt(n + 1) * (A[n] * B[n + 1] - A[n + 1] * B[n])
    assert abs(casoratian - 1) < 1e-9
print(f"trial energy = {trial:.2f} hbar*w, p = {p:+d}")
for last in (5, 10, 20, cut):
    u1 = -eta / pivots(trial, p, eta, delta, last)[1]
    assert abs(u1 + A[last + 1] / B[last + 1]) < 1e-10 * max(1, abs(u1))
    print(f"u_1 cut at N={last}: {u1:.12f}")
assert abs(A[cut] / B[cut] - A[cut + 1] / B[cut + 1]) < 1e-12

step = 1e-5
slope = (pivots(trial + step, p, eta, delta, cut)[0]
         - pivots(trial - step, p, eta, delta, cut)[0]) / (2 * step)
norm_sum = np.sum(minimal_solution(trial, p, eta, delta, cut) ** 2)
assert abs(slope + norm_sum) < 1e-6 * norm_sum
print(f"F at trial energy = {pivots(trial, p, eta, delta, cut)[0]:.8f}")
print(f"dF/deps: difference {slope:.6f}, formula {-norm_sum:.6f}")

q_long = pivots(trial, p, eta, delta, 6000)
exponent = sum(math.log(n / q_long[n]) for n in range(2001, 4001)) / math.log(2)
assert abs(exponent - trial - eta**2) < 5e-3
print(f"tail exponent: found {exponent:.4f}, formula {trial+eta**2:.4f}")

# ---- forward recurrence at an eigenvalue picks up the dominant solution ----
stable = minimal_solution(ground, p, eta, delta, cut)
start = -(diagonal(0, p, delta) - ground) / eta
unstable = forward(1.0, start, ground, p, eta, delta, 30)
assert abs(unstable[30]) > 1e3 * abs(stable[30])
print(f"c_30/c_0 backward = {stable[30]:.3e}")
print(f"c_30/c_0 forward  = {unstable[30]:.3e}")

# ---- the cut fraction has the zeros of the Fock matrix ----
for sector in (-1, 1):
    for size in (4, 7, 12):
        values = fock_eigen(size, sector, eta, delta)[0]
        for k in range(3):
            zero = level(k, sector, eta, delta, size - 1)
            assert abs(zero - values[k]) < 1e-11

# Exact truncation-error identity.
size = 8
values, vectors = fock_eigen(size, p, eta, delta)
v = vectors[:, 0]
identity = (-eta * math.sqrt(size) * v[-1] * stable[size]
            / np.dot(v, stable[:size]))
actual = values[0] - ground
assert abs(identity / actual - 1) < 1e-7
print(f"Fock error, 8 states: {actual:.6e} hbar*w")
print(f"error identity:       {identity:.6e} hbar*w")

# Leading error law far in the tail, in high precision.
mp.mp.dps = 130


def precise_ground(last):
    x, coupling = mp.mpf(ground), mp.mpf(eta)
    for _ in range(9):
        q = pivots(x, -1, coupling, mp.mpf(delta), last)
        f = [mp.mpf(1)]
        for n in range(1, last + 1):
            f.append(-coupling * mp.sqrt(n) / q[n] * f[-1])
        total = mp.fsum(c * c for c in f)
        x += q[0] / total
    return x, f, total


exact_mp, f_mp, total_mp = precise_ground(160)
cut_mp = precise_ground(60)[0]
law = mp.mpf(eta) ** 2 * f_mp[60] ** 2 / total_mp
law_ratio = float((cut_mp - exact_mp) / law)
assert abs(law_ratio - 1) < 0.05
print(f"error/(eta^2 c_N^2) at N=60: {law_ratio:.5f}")

# ---- displaced-Fock basis ----
D = displacement(2 * eta, 8)
for m in range(8):
    for n in range(m + 1):
        formula = (math.sqrt(math.factorial(n) / math.factorial(m))
                   * (2 * eta) ** (m - n) * math.exp(-2 * eta**2)
                   * eval_genlaguerre(n, float(m - n), 4 * eta**2))
        assert abs(D[m, n] - formula) < 1e-11
        assert abs(D[n, m] - (-1) ** (m - n) * formula) < 1e-11

small, size = 1e-3, 6
weak = displaced_matrix(60, -1, eta, small)
found = eigvalsh(weak[:size, :size])[0] - eigvalsh(weak)[0]
series = small**2 / 4 * math.exp(-4 * eta**2) * sum(
    (4 * eta**2) ** m / (m * math.factorial(m)) for m in range(size, 60))
assert abs(found / series - 1) < 2e-2
print(f"weak-splitting test: W/w = {small:.0e}, M = {size}")
print(f"displaced error: found {found:.4e}, formula {series:.4e} hbar*w")

displaced = displaced_matrix(120, -1, eta, delta)
assert abs(eigvalsh(displaced[:60, :60])[0] - ground) < 1e-11
print("ground errors (hbar*w) at g/w=1: states, Fock, displaced")
for size in (1, 2, 4, 6, 8, 10, 12):
    fock_error = fock_eigen(size, -1, eta, delta)[0][0] - ground
    displaced_error = eigvalsh(displaced[:size, :size])[0] - ground
    print(f"{size:3d}  {fock_error:.3e}  {displaced_error:.3e}")

# ---- basis sizes needed, ground state, splitting W = w ----
loose, tight = 5e-2, 1e-10
print(f"states for error < {loose:.0e} and < {tight:.0e} hbar*w")
print("g/w: Fock loose, tight; displaced loose, tight; exact energy")
for coupling in (0.1, 0.5, 1.0, 2.0, 3.0):
    exact = level(0, -1, coupling, delta, 250)
    matrix = displaced_matrix(120, -1, coupling, delta)

    def fock_energy(size):
        return fock_eigen(size, -1, coupling, delta)[0][0]

    def displaced_energy(size):
        return eigvalsh(matrix[:size, :size])[0]

    assert abs(displaced_energy(120) - exact) < 1e-11
    fl = smallest_size(fock_energy, exact, loose)
    ft = smallest_size(fock_energy, exact, tight)
    dl = smallest_size(displaced_energy, exact, loose)
    dt = smallest_size(displaced_energy, exact, tight)
    if coupling >= 2:
        assert dl < fl and dt > ft
    print(f"{coupling:.1f}: {fl}, {ft}; {dl}, {dt}; {exact:.8f}")

print("tests ok")
```

Printed output:

```
mode frequency w/2pi = 100.0 THz
g/w = 1.00, W/w = 1.00
hbar*w = 6.626070e-20 J = 413.5668 meV
levels p=-1 (hbar*w): -1.1479457293, -0.2317225002, 0.9270438659
levels p=+1 (hbar*w): -1.0101783012, 0.1334354543, 1.1048094636
max difference from full matrix = 1.2e-14 hbar*w
ground energy = -1.14794573 hbar*w = -474.7522 meV
first excitation = 0.13776743 hbar*w = 56.9760 meV
trial energy = 0.30 hbar*w, p = -1
u_1 cut at N=5: -0.297025054153
u_1 cut at N=10: -0.419588783973
u_1 cut at N=20: -0.419637744229
u_1 cut at N=60: -0.419637744229
F at trial energy = -1.21963774
dF/deps: difference -2.258224, formula -2.258224
tail exponent: found 1.3005, formula 1.3000
c_30/c_0 backward = 2.840e-17
c_30/c_0 forward  = 1.100e-01
Fock error, 8 states: 3.036879e-05 hbar*w
error identity:       3.036879e-05 hbar*w
error/(eta^2 c_N^2) at N=60: 0.97316
weak-splitting test: W/w = 1e-03, M = 6
displaced error: found 7.9582e-09, formula 7.9603e-09 hbar*w
ground errors (hbar*w) at g/w=1: states, Fock, displaced
  1  6.479e-01  8.028e-02
  2  2.337e-01  5.959e-02
  4  2.608e-02  2.030e-02
  6  1.295e-03  5.215e-03
  8  3.037e-05  9.114e-04
 10  4.095e-07  1.105e-04
 12  3.606e-09  9.875e-06
states for error < 5e-02 and < 1e-10 hbar*w
g/w: Fock loose, tight; displaced loose, tight; exact energy
0.1: 1, 5; 1, 5; -0.50501253
0.5: 2, 9; 2, 11; -0.63329424
1.0: 4, 14; 3, 20; -1.14794573
2.0: 10, 25; 1, 43; -4.01693361
3.0: 17, 37; 1, 74; -9.00714913
tests ok
```
